# Channel counting and the phonon radiation limit of interface conductance, part 2

Two crystals, L and R, meet at an interface, and the question is how much heat it can pass. Each lead is a perfect periodic crystal with cross-section $A$. The structure is static and lossless and the forces are linear, so phonons keep their frequency $\omega$.

At each $\omega$, $M_L$ and $M_R$ count the channels: propagating waves moving towards the interface in each lead. Equally many move away. The unitary matrix $S$ turns flux-normalised incoming amplitudes into outgoing ones. The transmission function $\mathcal T$, the transmitted flux summed over incoming channels, is equal in both directions and obeys

$$\boxed{\;\mathcal T(\omega)\le\min[M_L(\omega),M_R(\omega)]\;} \qquad (5)$$

For incident phonons at nearby temperatures $T_L$ and $T_R$, the heat current is $J=G(T_L-T_R)$. With $y=\hbar\omega/2k_BT$,

$$\boxed{\;G\le G_{\rm rad}=\int_0^\infty\frac{d\omega}{2\pi}\,k_B\Big(\frac{y}{\sinh y}\Big)^2\min(M_L,M_R)\;} \qquad (8)$$

This is the phonon radiation limit. The emission conductances $G_L$ and $G_R$ have $M_L$ or $M_R$ in place of the minimum. For isotropic sound with speed $c_p$ in polarisation $p$,

$$\frac MA=\sum_p\frac{\pi(\omega/c_p)^2}{(2\pi)^2}=\frac{\omega^2}{4\pi}\sum_p\frac1{c_p^2}. \qquad (10)$$

For two polarisations at the speed of light, the low-temperature limit per area is $4\sigma T^3$, with $\sigma$ the Stefan–Boltzmann constant.

The chip contact uses engineering units. The computed values also list earlier tests on strips with one displacement per atom, in units with $\hbar=k_B=1$. Strips six atoms wide had unit lead masses and springs $K_L=1$, $K_R=4$. The rough interface had three layers of random masses between 0.5 and 3, the abrupt junction one spring of strength 2, and the graded one sixty layers of geometrically growing springs. In the blocked case no transverse pattern is open on both sides. The heat-current test joined strips two atoms wide, with springs 1 and 2.25, through two disordered layers; it gives the change in current when the left temperature rose from 0.5 to 1.0.

## (g) What if the interface erases all memory?

**Suppose that a phonon leaves through any outgoing channel with equal probability. Compare its transmission with the limit.**

**Solution.** Unitarity makes the probabilities for one incoming channel add to one, so each is $1/(M_L+M_R)$. There are $M_LM_R$ pairs leading from L to R:

$$\mathcal T_{\rm dm}=\frac{M_LM_R}{M_L+M_R}=\min(M_L,M_R)\,\frac{\max(M_L,M_R)}{M_L+M_R}. \qquad (12)$$

The last fraction lies between one half and one. This diffuse mismatch value is therefore at least half the limit, and it approaches the limit when one side has far more channels. For $M_L=2$ and $M_R=5$ it is $10/7=1.429$; the average over 4000 random unitary matrices was 1.431. These matrices had no further symmetry. Real force constants also make $S$ symmetric, which favours return into the incoming channel. The average over random symmetric unitary matrices is $M_LM_R/(M_L+M_R+1)$, here 1.25. Equal probabilities are therefore an approximation for many channels, and for a wide contact the difference is negligible.

## (h) How large is the limit for aluminium on silicon?

**Estimate the limit for an aluminium contact on (001) silicon at 350 K, and the least temperature step at a local heat flux of 100 kW/cm².**

**Solution.** Aluminium is modelled as an fcc crystal with one nearest-neighbour spring of 21 N/m. Silicon has Keating bond-stretching and bond-bending constants of 48.5 and 13.8 N/m. These are rough typical values. The silicon model gives good sound speeds but puts the transverse acoustic branch at the zone-edge point X at 7.7 THz, against about 4.5 THz measured. The numbers below therefore belong to the model, and part (i) sizes the effect. Both crystals present a (001) face to the interface. Conductances below are per area.

Equation (10) provides a check by hand. The silicon model has [100] sound speeds of 8428 m/s (longitudinal) and 5827 m/s (transverse, twice). At 2.1 THz, $\omega=1.32\times10^{13}$ s⁻¹ and

$$\frac MA\approx\frac{(1.32\times10^{13})^2}{4\pi}\Big(\frac1{8428^2}+\frac2{5827^2}\Big)\ \mathrm{m^{-2}}\approx1.0\ \mathrm{nm^{-2}} .$$

The full bands give about 1.1 nm⁻². The estimate omits anisotropy and dispersion, while the band value has a sampling error, because few sampled waves fall in a 0.2 THz interval at this low frequency. The band results for both crystals are:

| Frequency (THz) | Al (nm⁻²) | Si (nm⁻²) |
|---|---:|---:|
| 2.1 | 2.3 | 1.1 |
| 5.1 | 20.1 | 8.1 |
| 8.1 | 13.3 | 11.2 |

Silicon is the smaller side over almost the whole aluminium spectrum, which ends near 9.7 THz. In counts averaged over 0.2 THz, aluminium first has fewer channels above 3 THz in the interval centred on 9.7 THz, and the intervals where silicon is smaller supply 99.6% of the limit. On a finer frequency scale aluminium is also smaller near 8.4 THz and from about 9.5 THz to its cut-off, which lowers that share to about 97% and the limit by 2–3 MW/(m² K). Finer wave-vector sampling moves the aluminium counts in the table by up to about 0.2 nm⁻².

The emission conductances are 1362 MW/(m² K) for aluminium and 1306 for silicon, but

$$G_{\rm rad}\approx788\ \mathrm{MW/(m^2K)}=78.8\ \mathrm{kW/(cm^2K)} .$$

The gap has a plain origin. The channels were counted in intervals of 0.2 THz. In the intervals wholly above the aluminium cut-off, where elastic transmission is impossible, silicon emits 507 MW/(m² K). Removing this leaves 799, and nearly all of the last 11 are lost in the interval that contains the cut-off, where aluminium has fewer channels. Neither total emission conductance would have revealed this.

The flux of 100 kW/cm² is $10^9$ W/m², so the least step between the temperatures of the incident phonons is $10^9/(788\times10^6)=1.27$ K. Temperatures defined beside the interface differ by less: part (i) finds a conductance of 1924 MW/(m² K) for them, and hence a step of 0.52 K. This is the value to compare with an added layer. An oxide with a rough conductivity of 1.4 W/(m K) has the same resistance at a thickness of $1.4/(1924\times10^6)$ m $=0.7$ nm. Within this model, and if the phonons arriving from each side share one temperature, no elastic redesign of the bonding can bring the contact resistance below this value while both leads are kept.

Full mixing gives 492 MW/(m² K), or 62% of the limit. Temperature matters little here: the limit is 768 at 300 K and 801 at 400 K. At 350 K and the aluminium cut-off, $y\approx0.67$ and the thermal weight is still $0.86k_B$, so most modes below it are nearly classical.

## (i) Which temperatures and processes does the limit concern?

**Find the conductance defined by temperatures beside the interface. Then size the main effects left out of (h).**

**Solution.** So far the temperatures have been those of the incident phonons. Measure them from a common reference, and define the local temperature on each side by the mean of its incoming and outgoing fluxes. On the left these are $G_LT_L$ and $G_LT_L-J$; on the right, $G_RT_R$ and $G_RT_R+J$. The local temperatures are $T_L-J/2G_L$ and $T_R+J/2G_R$. Dividing their difference by $J$,

$$\frac1{G_{\rm loc}}=\frac1G-\frac12\Big(\frac1{G_L}+\frac1{G_R}\Big). \qquad (13)$$

With no interface at all, $G=G_L=G_R$ and $G_{\rm loc}$ is infinite, as it should be. For the contact, the limit of 788 becomes 1924 MW/(m² K), and the diffuse value of 492 becomes 779. The first of these is sensitive, because (13) subtracts similar resistances: the finer frequency scale mentioned in (h) lowers it by 10–15. A conductance inferred from local temperatures may therefore exceed 788 without violating (5). Nor is 1924 a strict bound, because (13) assumes that all phonons arriving from one side share one temperature. If their temperatures differ with frequency, the local value can be larger.

Inelastic scattering is a different matter. If phonons change frequency at the interface, energy is still conserved, but there is no separate unitary matrix at each $\omega$, and the proof fails. The blocked silicon emission of 507 MW/(m² K), 64% of the limit, indicates the scale of what such processes could use. It is not a bound on their contribution.

In the metal, electrons carry most of the heat. If their direct coupling to silicon phonons is neglected, they must pass it to aluminium phonons. Let $\vartheta$ be the phonon temperature minus a uniform electron temperature. With coupling $g$ and phonon conductivity $\kappa_p$, $\kappa_p\vartheta''=g\vartheta$. In a thick film $\vartheta=\vartheta_0e^{-x/s}$ with $s=\sqrt{\kappa_p/g}$, so the flux per degree is $\kappa_p/s=\sqrt{g\kappa_p}$. Rough values $g=2.5\times10^{17}$ W/(m³ K) and $\kappa_p=5$ W/(m K) give $s\approx4.5$ nm and 1118 MW/(m² K). The length $s$ is not much longer than the phonon mean free path, roughly 3 nm, so this diffusive estimate is itself rough. Since $\vartheta_0$ is a local phonon temperature, this resistance adds to that of the local value 1924, not to that of 788. The result is $1/(1/1924+1/1118)=707$ MW/(m² K), a reduction of 63% from 1924. The output's figure of 462 uses 788 instead and so counts part of the temperature drop twice.

Measured aluminium–silicon contacts near room temperature have conductances of very roughly 200 to 400 MW/(m² K), depending on preparation, with atomically clean epitaxial interfaces at the upper end. This is below all these estimates. The limit assumes no avoidable reflection, whereas a real interface reflects part of the incident flux. Any native oxide adds further resistance. The assumed flux is a severe local value: at a chip-average flux of about 100 W/cm², the least step between the temperatures of the incident phonons would be only about 1 mK. The lattice models are also approximate. Changing the aluminium spring by −10% or +10%, with silicon fixed, moves the limit to 741 or 819. The single spring makes aluminium's [100] transverse sound, 4384 m/s, noticeably too fast, and puts its transverse branch at X too high. Tangential and second-neighbour force constants, fitted to rough measured zone-edge frequencies, reduce both errors; one such fit has nearest-neighbour radial and tangential constants of 21.7 and −2.0 N/m and a second-neighbour radial constant of 1.7 N/m. With silicon unchanged, aluminium then becomes the smaller side near 8 THz as well, the limit falls to about 760 MW/(m² K), and the local value falls to about 1800. The silicon bands matter more. Lowering the bond-bending constant from 13.8 to about 4.7 N/m brings the transverse acoustic branch at X down to the measured 4.5 THz and the limit down to about 565 MW/(m² K), though it also makes long-wave sound too slow. The value 788 therefore belongs to this lattice model, and the limit for real silicon may be lower by some tens of per cent. The local value is more sensitive still. The same change of silicon model lowers it from 1924 to about 1200 MW/(m² K), which raises the least local step from 0.52 to about 0.8 K and the equivalent oxide thickness from 0.7 to about 1.2 nm. In series with the electron–phonon resistance, 707 becomes about 580. These figures keep the single aluminium spring; with the fitted aluminium and the softer silicon together, the limit is about 630 and the local value about 1500 MW/(m² K). These values depend on the fit: radial and tangential constants of 21.6 and −1.3 N/m for nearest neighbours and 2.5 and −0.5 N/m for second neighbours give about 600 and 1370, and about 770 and 1870 with the original silicon. Here the fitted aluminium raises the limit, because beside the softer silicon aluminium is the smaller side over most of the range below about 4 THz, and its slower transverse waves add channels there. The numerical output lists the main inputs and results; its oxide thickness of 1.78 nm uses 788 instead of the local value.

## Computed values

```
Strip: largest unitarity error 2.2e-15
Strip: largest transmission/min(M_L,M_R) 0.973
Blocked case: omega^2 = 6.8, M_L, M_R = 2, 3
  transmission smooth 1.9e-31, rough 0.115
Junction: omega^2 = 0.8, M_L, M_R = 2, 1
  transmission abrupt 0.907, graded 0.99988
Heat current, formula (model units) 0.11097
Heat current, time evolution (model units) 0.11099
Random unitary, M = 2 and 5: mean transmission 1.431
  diffuse mismatch value 1.429
Photon conductance / (4 sigma T^3) 1.000000
Al: lattice constant 0.405 nm, spring 21.0 N/m
Si: lattice constant 0.543 nm
Si: Keating alpha 48.5 N/m, beta 13.8 N/m
Al [100] sound: long. 6200, trans. 4384 m/s
Si [100] sound: long. 8428, trans. 5827 m/s
Highest sampled frequency: Al 9.74 THz
Highest sampled frequency: Si 16.45 THz
Al channel count, velocity/crossing methods 1.0015
Channels at 2.1 THz: Al 2.34, Si 1.09 per nm2
Channels at 5.1 THz: Al 20.05, Si 8.07 per nm2
Channels at 8.1 THz: Al 13.26, Si 11.18 per nm2
Al first has fewer channels (above 3 THz) at 9.7 THz
Temperature 350 K
Emission conductance Al 1362 MW/(m2 K)
Emission conductance Si 1306 MW/(m2 K)
Radiation limit 788 MW/(m2 K)
  share where Si has fewer channels 99.6 %
  change on coarser mesh -0.03 %
Diffuse mismatch conductance 492 MW/(m2 K)
Least resistance 1.27 m2 K/GW
Rough local heat flux 100 kW/cm2
Least temperature step 1.27 K
Oxide conductivity (rough) 1.4 W/(m K)
Equivalent oxide thickness 1.78 nm
Si emission above Al cut-off 507 MW/(m2 K)
Local-temperature value of limit 1924 MW/(m2 K)
Local-temperature value, diffuse 779 MW/(m2 K)
Al electron-phonon coupling (rough) 2.5e+17 W/(m3 K)
Al phonon conductivity (rough) 5.0 W/(m K)
Electron-phonon conductance 1118 MW/(m2 K)
Limit in series with it 462 MW/(m2 K)
Limit with Al spring x 0.9: 741 MW/(m2 K)
Limit with Al spring x 1.1: 819 MW/(m2 K)
Limit at 300 K: 768 MW/(m2 K)
Limit at 400 K: 801 MW/(m2 K)
```
